# Two decay lengths of an acceptor hole bound by a zero-range centre, part 1

(Sections cited here and not found follow in the second part.)

## The bound quartet and its two exponentials

A hole bound to a deep acceptor in germanium spends much of its time outside the small region in which the impurity potential is strong. There it moves as a free hole of negative energy, and its wave function decays. For a carrier of a single mass $m$ and binding energy $E$ the decay length is $\hbar/\sqrt{2mE}$. The top of the valence band, however, offers two masses, heavy and light, and the bound hole has one energy. It could decay with one length set by some average mass, split into separate heavy-hole and light-hole levels, or carry both lengths in one state. For a rotationally symmetric band and a centre of vanishing range the question can be answered in closed form.

Hole energies are counted upward from the band edge, so that a free hole has positive energy and the bound hole has energy $-E$ with $E>0$. The four states at the band edge form a spin $J=3/2$. In the spherical approximation the Luttinger Hamiltonian is

$$H=\frac{\hbar^2}{2m_0}\left[\left(\gamma_1+\tfrac52\gamma\right)k^2-2\gamma(\mathbf k\cdot\mathbf J)^2\right],\qquad \gamma=\frac{2\gamma_2+3\gamma_3}{5},$$

where $m_0$ is the free electron mass, $\mathbf k=-i\nabla$, and $\gamma_1,\gamma_2,\gamma_3$ are the Luttinger parameters. The difference between $\gamma_2$ and $\gamma_3$, which makes the real bands depend on direction, has been averaged away. The split-off band is left out, which requires $E$ to be small compared with the spin-orbit splitting $\Delta$. It is assumed that $0<2\gamma<\gamma_1$, so that both masses are positive and different.

For a unit vector $\mathbf n$ define

$$Q(\mathbf n)=(\mathbf n\cdot\mathbf J)^2-\tfrac54 .$$

The eigenvalues of $\mathbf n\cdot\mathbf J$ are $\pm3/2$ and $\pm1/2$. Their squares are $9/4$ and $1/4$, so $Q$ has the eigenvalue $+1$ for the projections $\pm3/2$ and $-1$ for the projections $\pm1/2$. Hence $Q^2=1$. Inserting $(\mathbf k\cdot\mathbf J)^2=k^2[\tfrac54+Q(\hat{\mathbf k})]$ cancels the terms $\tfrac52\gamma$, and

$$H=\frac{\hbar^2k^2}{2m_0}\left[\gamma_1-2\gamma Q(\hat{\mathbf k})\right].$$

The two bands and the projectors onto them follow at once:

$$m_h=\frac{m_0}{\gamma_1-2\gamma},\quad m_l=\frac{m_0}{\gamma_1+2\gamma},\qquad P_h=\frac{1+Q(\hat{\mathbf k})}{2},\quad P_l=\frac{1-Q(\hat{\mathbf k})}{2}.$$

A heavy hole has spin projection $\pm3/2$ along its wave vector, a light hole $\pm1/2$. Each band is doubly degenerate.

Now let a short-range attractive potential $V$, the same for all four spin states, bind a hole. The Schrödinger equation reads $(H+E)\psi=-V\psi$. The right-hand side is a source confined to the range of $V$. When this range is much shorter than the decay lengths, the Fourier transform of the source is constant over the wave vectors that matter. Its part with angular momentum $L=2$ carries a factor of order $k^2$ times the range squared, and drops out. The zero-range model keeps only the s-wave source,

$$(H+E)\psi(\mathbf r)=\delta(\mathbf r)\,\chi ,$$

with a constant four-component spinor $\chi$, which is arbitrary. An overall factor will be fixed by normalization.

In Fourier space the equation is solved by dividing by the band energy plus $E$ in each band:

$$\psi(\mathbf k)=\left(P_hg_h+P_lg_l\right)\chi,\qquad g_j=\frac{1}{\hbar^2k^2/2m_j+E}=\frac{2m_j/\hbar^2}{k^2+\kappa_j^2},\qquad \kappa_j=\frac{\sqrt{2m_jE}}{\hbar},$$

where $j=h,l$. With the explicit projectors this becomes

$$\psi(\mathbf k)=\left[\frac{g_h+g_l}{2}+\frac{g_h-g_l}{2}\,Q(\hat{\mathbf k})\right]\chi .$$

The first term does not depend on the direction of $\mathbf k$. Its transform uses the Yukawa function

$$Y_j(r)=\int\frac{d^3k}{(2\pi)^3}\frac{e^{i\mathbf k\cdot\mathbf r}}{k^2+\kappa_j^2}=\frac{e^{-\kappa_jr}}{4\pi r},$$

which is the decaying solution of $(-\nabla^2+\kappa_j^2)Y_j=\delta(\mathbf r)$. The scalar part of $\psi(\mathbf r)$ is therefore

$$\frac12\sum_j\frac{2m_j}{\hbar^2}Y_j=\frac{1}{4\pi\hbar^2r}\left(m_he^{-\kappa_hr}+m_le^{-\kappa_lr}\right).$$

The second term needs more care, because $Q(\hat{\mathbf k})$ is not a polynomial in $\mathbf k$. The product $k^2Q(\hat{\mathbf k})$ is one. With summation over repeated indices,

$$k^2Q(\hat{\mathbf k})=T_{ij}k_ik_j,\qquad T_{ij}=\tfrac12(J_iJ_j+J_jJ_i)-\tfrac54\delta_{ij}.$$

The tensor $T_{ij}$ has no trace, since $J_iJ_i=\tfrac32\cdot\tfrac52=\tfrac{15}{4}$. The remaining factor is $(g_h-g_l)/k^2$. Partial fractions give

$$\frac{g_j}{k^2}=\frac{2m_j}{\hbar^2\kappa_j^2}\left[\frac1{k^2}-\frac1{k^2+\kappa_j^2}\right]=\frac1E\left[\frac1{k^2}-\frac1{k^2+\kappa_j^2}\right],$$

because $\hbar^2\kappa_j^2/2m_j=E$ for both bands. This is where the common energy enters. The terms $1/k^2$, each of which would produce a tail falling as a power of $r$, are equal and cancel in the difference:

$$\frac{g_h-g_l}{k^2}=\frac1E\left[\frac1{k^2+\kappa_l^2}-\frac1{k^2+\kappa_h^2}\right].$$

In real space $k_ik_j$ becomes $-\partial_i\partial_j$, so the tensor part of $\psi(\mathbf r)$ is

$$-\frac{1}{2E}\,D\,(Y_l-Y_h)\,\chi=\frac{1}{2E}\,D\,(Y_h-Y_l)\,\chi,\qquad D=T_{ij}\partial_i\partial_j .$$

For any function $F(r)$ of the radius alone,

$$\partial_i\partial_jF=\delta_{ij}\frac{F'}{r}+\hat r_i\hat r_j\left(F''-\frac{F'}{r}\right).$$

The term with $\delta_{ij}$ vanishes against the traceless $T_{ij}$, and $T_{ij}\hat r_i\hat r_j=Q(\hat{\mathbf r})$. The Yukawa function has the derivatives $Y'=-(\kappa+1/r)Y$ and

$$Y''=\left[\frac1{r^2}+\left(\kappa+\frac1r\right)^2\right]Y=\left(\kappa^2+\frac{2\kappa}{r}+\frac{2}{r^2}\right)Y .$$

Adding $-Y'/r=(\kappa/r+1/r^2)Y$ gives

$$DY_j=Q(\hat{\mathbf r})\,\kappa_j^2\left(1+\frac{3}{x_j}+\frac{3}{x_j^2}\right)Y_j,\qquad x_j=\kappa_jr .$$

Since $\kappa_j^2/2E=m_j/\hbar^2$, both parts of the wave function carry the same prefactor $1/4\pi\hbar^2$. Replacing it by a normalization constant $C$, one has

$$\psi(\mathbf r)=\left[f_0(r)+f_2(r)Q(\hat{\mathbf r})\right]\chi,$$

$$f_0=\frac Cr\left(m_he^{-x_h}+m_le^{-x_l}\right),$$

$$f_2=\frac Cr\left[m_he^{-x_h}\left(1+\frac3{x_h}+\frac3{x_h^2}\right)-m_le^{-x_l}\left(1+\frac3{x_l}+\frac3{x_l^2}\right)\right].$$

Both radial functions contain both exponentials. The decay lengths are $1/\kappa_h$ and $1/\kappa_l$, they belong to one energy, and their ratio depends on the masses alone:

$$\frac{1/\kappa_l}{1/\kappa_h}=\sqrt{\frac{m_h}{m_l}} .$$

The lighter hole reaches farther, as it does in tunnelling.

The level is fourfold because $\chi$ has four independent choices. A joint rotation of position and spin leaves $Q(\hat{\mathbf r})$ unchanged, so multiplication by $Q(\hat{\mathbf r})$ conserves the total angular momentum $\mathbf F=\mathbf L+\mathbf J$. The s-wave part has $L=0$ and hence $F=3/2$. The part with $Q$ is quadratic and traceless in $\hat{\mathbf r}$, so it has $L=2$, and it is coupled to the spin so that $F$ is again $3/2$. States with other values of $F$, or of odd parity, have no s-wave part and do not feel a zero-range centre. There is thus one quartet, and no separate heavy-hole and light-hole levels.

The four envelopes can be written out for $\chi=|3/2\rangle$, with the spin quantized along $z$. The transverse part of $\hat{\mathbf r}\cdot\mathbf J$ is $\tfrac12\sin\theta\,(e^{-i\phi}J_++e^{i\phi}J_-)$. Using $J_-|3/2\rangle=\sqrt3|1/2\rangle$ and $J_-|1/2\rangle=2|-1/2\rangle$, the action of $Q$ is as follows. The component along $|1/2\rangle$ comes from one factor $J_-$ and one factor $J_z$ in either order. It equals $\tfrac12\cos\theta\sin\theta\,e^{i\phi}\sqrt3\,(\tfrac32+\tfrac12)$. The component along $|-1/2\rangle$ comes from two factors $J_-$ and equals $\tfrac14\sin^2\theta\,e^{2i\phi}\cdot2\sqrt3$. The diagonal element is a traceless quadratic form, symmetric about $z$ and equal to 1 at $\theta=0$, hence $P_2=(3\cos^2\theta-1)/2$. In the order $3/2,1/2,-1/2,-3/2$ the envelopes are

$$\psi_{3/2}=\begin{pmatrix}f_0+f_2P_2(\cos\theta)\\ \sqrt3\,f_2\sin\theta\cos\theta\,e^{i\phi}\\ \tfrac{\sqrt3}{2}f_2\sin^2\theta\,e^{2i\phi}\\ 0\end{pmatrix}.$$

Each of the three nonzero envelopes contains both decay lengths.

It is natural to ask whether one exponential could be removed, leaving a purely heavy or purely light bound state. Away from the origin nothing forbids it. To see this, write the Hamiltonian as

$$H=\frac{\hbar^2}{2m_0}\left(-\gamma_1\nabla^2+2\gamma D\right),$$

which follows from $k^2Q(\hat{\mathbf k})=-D$. The relation $Q^2=1$ becomes $D^2=\nabla^4$. Consider the heavy exponential by itself,

$$\psi_h=\left(1+\frac{D}{\kappa_h^2}\right)Y_h\chi .$$

For $r>0$ one may use $\nabla^2Y_h=\kappa_h^2Y_h$. The first term of $H$ then multiplies $\psi_h$ by $-\gamma_1\kappa_h^2$. For the second,

$$D\left(1+\frac{D}{\kappa_h^2}\right)Y_h=\left(D+\frac{\nabla^4}{\kappa_h^2}\right)Y_h=\left(D+\kappa_h^2\right)Y_h=\kappa_h^2\left(1+\frac D{\kappa_h^2}\right)Y_h .$$

Together,

$$H\psi_h=-\frac{\hbar^2\kappa_h^2}{2m_0}(\gamma_1-2\gamma)\psi_h=-\frac{\hbar^2\kappa_h^2}{2m_h}\psi_h=-E\psi_h .$$

The light exponential $\psi_l=(1-D/\kappa_l^2)Y_l\chi$ works in the same way, with $-2\gamma$ replaced by $+2\gamma$.

The obstacle lies at the origin. The d-wave part of either solution alone grows as $1/r^3$. Its square times $r^2$ grows as $1/r^4$, so the norm diverges. A combination with amplitudes $c_h$ and $c_l$ in place of $m_h$ and $m_l$ has the leading d-wave term

$$\frac{3C}{r^3}\left(\frac{c_h}{\kappa_h^2}-\frac{c_l}{\kappa_l^2}\right).$$

It vanishes only for $c_h:c_l=\kappa_h^2:\kappa_l^2=m_h:m_l$. These are the amplitudes found from the contact source. The radial problem for $F=3/2$ and even parity consists of two coupled second-order equations. It has two decaying solutions, and these are the two just described. Both lengths are therefore forced on the state by the requirement that it be normalizable.

After the cancellation the next terms decide the behaviour near the centre. The expansion

$$e^{-x}\left(1+\frac3x+\frac3{x^2}\right)=\frac3{x^2}-\frac12+\frac{x^2}{8}+\dots$$

has no term in $1/x$, and gives

$$f_0\to\frac{C(m_h+m_l)}{r},\qquad f_2\to-\frac{C(m_h-m_l)}{2r}.$$

The d-wave is as singular as the s-wave. An ordinary d-wave is pushed away from the origin by its centrifugal barrier. Here the coupling between $L=0$ and $L=2$ contains second derivatives, and the singular s-wave feeds the d-wave at every radius.

The sign of $f_2$ is the same everywhere. With $m_j/\kappa_j^2=\hbar^2/2E$,

$$f_2=\frac{C\hbar^2}{2Er^3}\left[u(x_h)-u(x_l)\right],\qquad u(x)=e^{-x}(x^2+3x+3).$$

The derivative $u'=-e^{-x}(x^2+x)$ is negative and $x_h>x_l$, so $f_2<0$. If the two masses become equal, $f_2$ vanishes and $f_0$ reduces to the familiar single exponential.

## Energy, weights and a deep acceptor in germanium

The results used from here on are these. A hole of binding energy $E$ has the wave function $\psi=[f_0+f_2Q(\hat{\mathbf r})]\chi$, with $Q(\mathbf n)=(\mathbf n\cdot\mathbf J)^2-5/4$, $Q^2=1$, and a free choice of the four-spinor $\chi$. The decay constants are $\kappa_j=\sqrt{2m_jE}/\hbar$ for the heavy ($j=h$) and light ($j=l$) masses $m_0/(\gamma_1\mp2\gamma)$. With $x_j=\kappa_jr$, $f_0=(C/r)\sum_jm_je^{-x_j}$, while $f_2$ is the difference, heavy minus light, of $(C/r)m_je^{-x_j}(1+3/x_j+3/x_j^2)$. In Fourier space $\psi=(P_hg_h+P_lg_l)\chi$, with $P_{h,l}=(1\pm Q(\hat{\mathbf k}))/2$ and $g_j=(2m_j/\hbar^2)/(k^2+\kappa_j^2)$.

So far $E$ has been taken as given. The centre determines it through a boundary condition on the s-wave part, which near the origin must be proportional to $1/r-1/a$. The length $a>0$ characterizes the centre and, for vanishing range, does not depend on energy. Expanding the exponentials,

$$f_0=C\left[\frac{m_h+m_l}{r}-(m_h\kappa_h+m_l\kappa_l)+\dots\right],$$

so that

$$\frac1a=\frac{m_h\kappa_h+m_l\kappa_l}{m_h+m_l},\qquad E=\frac{\hbar^2}{2a^2}\left(\frac{m_h+m_l}{m_h^{3/2}+m_l^{3/2}}\right)^2 .$$

The second form follows from the first by inserting $\kappa_j$ and squaring. For equal masses it is the usual $\hbar^2/2ma^2$. One number $a$ thus fixes one energy, and the energy fixes both lengths.

The same law follows from a contact attraction of strength $\lambda$ that acts on wave vectors below a cutoff $\Lambda$. The source is then $\lambda$ times the s-wave amplitude at the origin, which requires

$$\frac1\lambda=\int_{k<\Lambda}\frac{d^3k}{(2\pi)^3}\,\frac{g_h+g_l}{2}=\sum_j\frac{m_j}{\hbar^2}\left[\frac{\Lambda}{2\pi^2}-\frac{\kappa_j}{2\pi^2}\arctan\frac{\Lambda}{\kappa_j}\right].$$

For large $\Lambda$ the bracket becomes $\Lambda/2\pi^2-\kappa_j/4\pi$. The part that grows with $\Lambda$ is absorbed in $\lambda$, and what remains is $\sum_jm_j\kappa_j=(m_h+m_l)/a$.

The norm is easiest in Fourier space. The projectors are orthogonal, and the average of $Q$ over directions is zero, so each projector averages to $1/2$. The integral needed is the derivative of the one above: with $I(\kappa)=\Lambda/2\pi^2-\kappa/4\pi$,

$$\int\frac{d^3k}{(2\pi)^3}\frac1{(k^2+\kappa^2)^2}=-\frac{1}{2\kappa}\frac{dI}{d\kappa}=\frac1{8\pi\kappa}.$$

For a normalized $\chi$ the function with prefactor $1/4\pi\hbar^2$ has the norm

$$\frac12\sum_j\left(\frac{2m_j}{\hbar^2}\right)^2\frac1{8\pi\kappa_j}=\frac1{4\pi\hbar^4}\sum_j\frac{m_j^2}{\kappa_j}.$$

Dividing $1/4\pi\hbar^2$ by the square root of this norm gives

$$C=\left[4\pi\left(\frac{m_h^2}{\kappa_h}+\frac{m_l^2}{\kappa_l}\right)\right]^{-1/2}.$$

Each band contributes in proportion to $m_j^2/\kappa_j$, that is, to $m_j^{3/2}$. The heavy-band weight is

$$w_h=\frac{m_h^{3/2}}{m_h^{3/2}+m_l^{3/2}} .$$

The d-wave weight $w_d$ is the integral of $(g_h-g_l)^2/4$ divided by the norm. The mixed integral follows from partial fractions:

So far, the zero-range centre has been shown to bind one quartet whose wave function must contain both decay lengths to be normalizable, and its energy, normalization and heavy-band weight have been found. The mixed integral and the d-wave weight remain to be evaluated, followed by the germanium example, numerical tests and the limits of the model.
